# Maxwell-Wagner Relaxation and Apparent Permittivity of Two Leaky Layers

## 1. What dimensions and symmetry already fix

Two flat dielectric layers lie in series between metal plates. Layer $i$ has thickness $d_i$, relative permittivity $\epsilon_i$ and conductivity $\sigma_i$. We seek the time $\tau$ in which the fields settle after a voltage is applied and then held.

Permittivity divided by conductivity is a time, since (F/m)/(S/m) = F/S = s. The thicknesses can enter only through their ratio, as no other length is present. Hence

$$\tau=\frac{\epsilon_0\epsilon_2}{\sigma_2}\,F\!\left(\frac{\epsilon_1}{\epsilon_2},\frac{\sigma_1}{\sigma_2},\frac{d_1}{d_2}\right).$$

Exchanging the labels 1 and 2 must leave $\tau$ unchanged, and for two identical layers it must reduce to $\epsilon_0\epsilon/\sigma$. The plate area cancels, because capacitance and conductance are both proportional to it.

The static permittivity can be guessed in one limit. If layer 1 does not conduct and layer 2 does, the field in layer 2 eventually vanishes and the full voltage lies across $d_1$. The capacitance per area is then $\epsilon_0\epsilon_1/d_1$. Whoever interprets it with the total thickness $d=d_1+d_2$ finds the permittivity $\epsilon_1d/d_1$. The calculation below supplies $F$ and the conditions for this limit.

## 2. Model and sign conventions

The layers are uniform, linear and ohmic, and the plates exchange charge freely with them. Mobile charge accumulates in a sheet at the interface, of negligible thickness. SI formulas are used. Fields are positive when they point from layer 1 to layer 2, and layer 1 touches the positive plate.

The voltage, Gauss's law at the interface and charge conservation give

$$E_1d_1+E_2d_2=V, \tag{1}$$
$$q=\epsilon_0(\epsilon_2E_2-\epsilon_1E_1), \tag{2}$$
$$\frac{dq}{dt}=\sigma_1E_1-\sigma_2E_2. \tag{3}$$

Here $q$ is the interface charge per area. Current through layer 1 brings positive charge to the interface and current through layer 2 takes it away, which fixes the signs in (3).

Two combinations recur:

$$M=\epsilon_1d_2+\epsilon_2d_1,\qquad K=\sigma_1d_2+\sigma_2d_1 .$$

## 3. The relaxation time

Equation (1) gives $E_2=(V-E_1d_1)/d_2$. Inserted in (2),

$$q=\epsilon_0\left[\frac{\epsilon_2V}{d_2}-\left(\epsilon_1+\frac{\epsilon_2d_1}{d_2}\right)E_1\right]
=\frac{\epsilon_0}{d_2}\left(\epsilon_2V-ME_1\right).$$

After the step $V$ is constant, so $dq/dt=-(\epsilon_0M/d_2)\,dE_1/dt$. The right side of (3) becomes

$$\sigma_1E_1-\frac{\sigma_2(V-E_1d_1)}{d_2}=\frac{KE_1-\sigma_2V}{d_2}.$$

Equating the two and multiplying by $-d_2$,

$$\epsilon_0M\frac{dE_1}{dt}=\sigma_2V-KE_1 .$$

This is a first-order equation with one decay time,

$$\boxed{\tau=\frac{\epsilon_0M}{K}=\epsilon_0\,\frac{\epsilon_1d_2+\epsilon_2d_1}{\sigma_1d_2+\sigma_2d_1}} \tag{4}$$

It has the required symmetry and the right value for identical layers. There is one time because, at fixed voltage, the state is specified by one number, $q$.

Let the interface be uncharged before the step. Finite conduction currents carry no charge in zero time, so $q=0$ just after it. The bracket above then gives the initial field, and setting $dE_1/dt=0$ gives the final one:

$$E_1(0^+)=\frac{\epsilon_2V}{M},\qquad E_1(\infty)=\frac{\sigma_2V}{K},$$
$$E_1(t)=E_1(\infty)+[E_1(0^+)-E_1(\infty)]e^{-t/\tau}.$$

The voltage is divided first by the capacitances and finally by the resistances. By (1), $E_2(\infty)=\sigma_1V/K$, so the final interface charge is

$$q(\infty)=\frac{\epsilon_0V}{K}(\epsilon_2\sigma_1-\epsilon_1\sigma_2).$$

It vanishes when $\epsilon_1/\sigma_1=\epsilon_2/\sigma_2$, for then both divisions agree.

A ferroelectric polarization $P$ in layer 2 adds $P$ to the right side of (2). If $P$ stays constant, it drops out of $dq/dt$, and $\tau$ is unchanged. If it switches, the linear model fails.

## 4. Why the source matters

With plate area $A$, let $C_i=\epsilon_0\epsilon_iA/d_i$ and $G_i=\sigma_iA/d_i$. Dividing numerator and denominator of (4) by $d_1d_2$ gives

$$\tau=\frac{C_1+C_2}{G_1+G_2}.$$

The layers are in series for the source but in parallel for the relaxation: at fixed total voltage, a rise of $V_1$ is an equal fall of $V_2$.

Now put a resistance $R$ in the source lead. The same current enters both layers:

$$C_i\frac{dV_i}{dt}=\frac{V-V_1-V_2}{R}-G_iV_i\qquad(i=1,2).$$

Subtracting the two equations removes $R$:

$$C_1\frac{dV_1}{dt}-C_2\frac{dV_2}{dt}=-G_1V_1+G_2V_2.$$

For small $R$, $V_1+V_2$ quickly reaches $V$. Then $dV_2/dt=-dV_1/dt$, and (4) follows again. The quick process is found by dividing each equation by $C_i$ and adding. When leakage is negligible during charging, the sum $V_1+V_2$ approaches $V$ with time $RC_\infty$, where $C_\infty=C_1C_2/(C_1+C_2)$.

For $R\to\infty$, the open circuit, the coupling disappears. Each layer discharges through itself with its own time $C_i/G_i=\epsilon_0\epsilon_i/\sigma_i$. Formula (4) therefore belongs to a voltage source of low resistance. It suffices that $R(G_1+G_2)\ll1$: the source resistance is then far below that of either layer and, because $C_\infty\le(C_1+C_2)/4$, also $RC_\infty\ll\tau$.

## 5. Response to an alternating voltage

Let all quantities vary as $e^{+i\omega t}$. The sum of conduction and displacement current density is the same in both layers:

$$j=(\sigma_i+i\omega\epsilon_0\epsilon_i)E_i=i\omega\epsilon_0\epsilon_i^*E_i,\qquad
\epsilon_i^*=\epsilon_i+\frac{\sigma_i}{i\omega\epsilon_0}.$$

The apparent permittivity $\epsilon^*$ is defined by treating the stack as one layer, $j=i\omega\epsilon_0\epsilon^*V/d$. Inserting $E_i=j/(i\omega\epsilon_0\epsilon_i^*)$ in (1) gives

$$\frac{d}{\epsilon^*}=\frac{d_1}{\epsilon_1^*}+\frac{d_2}{\epsilon_2^*}.$$

Write $p=i\omega$, so that $\epsilon_i^*=(\sigma_i+p\epsilon_0\epsilon_i)/(p\epsilon_0)$. Then

$$\epsilon^*=\frac{d\,(\sigma_1+p\epsilon_0\epsilon_1)(\sigma_2+p\epsilon_0\epsilon_2)}{p\epsilon_0\,[d_1(\sigma_2+p\epsilon_0\epsilon_2)+d_2(\sigma_1+p\epsilon_0\epsilon_1)]}.$$

The square bracket is $K+p\epsilon_0M=K(1+p\tau)$. Numerator and denominator are both quadratic in $p$, and the denominator has simple zeros at $p=0$ and $p=-1/\tau$. The partial fractions are therefore a constant and two simple poles:

$$\epsilon^*=\epsilon_\infty+\frac{\epsilon_s-\epsilon_\infty}{1+i\omega\tau}+\frac{\sigma_{dc}}{i\omega\epsilon_0}. \tag{5}$$

**The constant.** For $p\to\infty$ the ratio of the $p^2$ terms is $d\epsilon_0\epsilon_1\epsilon_2/(K\tau)$, so

$$\epsilon_\infty=\frac{d\,\epsilon_1\epsilon_2}{M}.$$

**The pole at zero.** As $p\to0$, $p\epsilon_0\epsilon^*\to d\sigma_1\sigma_2/K$, so

$$\sigma_{dc}=\frac{d\,\sigma_1\sigma_2}{K}.$$

**The static permittivity.** By (5), $\epsilon_s$ is the term of order $p^0$ at small $p$. To first order the numerator product is $\sigma_1\sigma_2+p\epsilon_0(\epsilon_1\sigma_2+\epsilon_2\sigma_1)$, and $1/(1+p\tau)\simeq1-p\tau$. Collecting the terms linear in $p$ and dividing by $p\epsilon_0K$,

$$\epsilon_s=\frac dK\left[\epsilon_1\sigma_2+\epsilon_2\sigma_1-\sigma_1\sigma_2\frac MK\right]$$
$$=\frac d{K^2}\left[(\epsilon_1\sigma_2+\epsilon_2\sigma_1)(\sigma_1d_2+\sigma_2d_1)-\sigma_1\sigma_2(\epsilon_1d_2+\epsilon_2d_1)\right].$$

The terms $\epsilon_1\sigma_1\sigma_2d_2$ and $\epsilon_2\sigma_1\sigma_2d_1$ cancel, leaving

$$\epsilon_s=\frac{d\,(\epsilon_1d_1\sigma_2^2+\epsilon_2d_2\sigma_1^2)}{(\sigma_1d_2+\sigma_2d_1)^2}. \tag{6}$$

**The size of the step.** Putting $\epsilon_s-\epsilon_\infty$ over the denominator $MK^2$ gives the numerator

$$d\left[(\epsilon_1d_1\sigma_2^2+\epsilon_2d_2\sigma_1^2)M-\epsilon_1\epsilon_2K^2\right].$$

On expansion the terms $\epsilon_1\epsilon_2d_1^2\sigma_2^2$ and $\epsilon_1\epsilon_2d_2^2\sigma_1^2$ cancel. The remaining three form a square:

$$\epsilon_s-\epsilon_\infty=\frac{d\,d_1d_2(\epsilon_1\sigma_2-\epsilon_2\sigma_1)^2}{MK^2}\ge0 .$$

The static value is never below the high-frequency value. They agree when the layers have equal intrinsic times, the same condition that made $q(\infty)$ vanish.

## 6. What the static permittivity measures

After a voltage step a leakage current flows forever, so the total charge delivered grows without limit. Subtract the steady part $\sigma_1E_1(\infty)t$. What remains at long times is the final displacement in layer 1 plus the excess conducted charge:

$$Q_{ex}=\epsilon_0\epsilon_1E_1(\infty)+\sigma_1\tau\,[E_1(0^+)-E_1(\infty)].$$

The field difference is

$$V\left(\frac{\epsilon_2}{M}-\frac{\sigma_2}{K}\right)=\frac{Vd_2(\epsilon_2\sigma_1-\epsilon_1\sigma_2)}{MK}.$$

With $\tau=\epsilon_0M/K$,

$$Q_{ex}=\frac{\epsilon_0V}{K^2}\left[\epsilon_1\sigma_2(\sigma_1d_2+\sigma_2d_1)+\sigma_1d_2(\epsilon_2\sigma_1-\epsilon_1\sigma_2)\right]=\frac{\epsilon_0\epsilon_sV}{d}.$$

Thus $\epsilon_s$ measures stored and redistributed charge, with the steady leakage removed.

## 7. One nearly insulating layer

Let layer 1 be the poor conductor and define

$$g=\frac{G_1}{G_2}=\frac{\sigma_1d_2}{\sigma_2d_1}.$$

Then $K=\sigma_2d_1(1+g)$. Taking $\epsilon_1d_1\sigma_2^2$ out of the numerator of (6) leaves the ratio

$$\frac{\epsilon_2d_2\sigma_1^2}{\epsilon_1d_1\sigma_2^2}=\frac{\epsilon_2d_1}{\epsilon_1d_2}g^2=\frac{C_2}{C_1}g^2,$$

so that, without approximation in this model,

$$\epsilon_s=\frac{\epsilon_1d}{d_1}\,\frac{1+(C_2/C_1)g^2}{(1+g)^2}. \tag{7}$$

If $g\ll1$ and $(C_2/C_1)g^2\ll1$,

$$\boxed{\epsilon_s\simeq\epsilon_1\frac{d}{d_1},\qquad
\tau\simeq\frac{\epsilon_0}{\sigma_2}\left(\epsilon_2+\epsilon_1\frac{d_2}{d_1}\right)} \tag{8}$$

The apparent permittivity contains neither $\epsilon_2$ nor the conductivities. The conductivity of layer 2 sets how slowly one must measure to see it. The time exceeds the intrinsic time $\epsilon_0\epsilon_2/\sigma_2$, because layer 2 must also charge the capacitance of layer 1.

Being thin does not make a layer insulating in this sense. At a fixed ratio $\sigma_1/\sigma_2>0$, letting $d_1\to0$ sends $g$ to infinity, and (6) gives $\epsilon_s\to\epsilon_2$: the thin layer becomes invisible. For a layer thin enough that $C_2$ lies well below $C_1$, the full value $\epsilon_1d/d_1$ needs $\sigma_1/\sigma_2\ll d_1/d_2$, a stricter demand the thinner the layer. (If instead $C_2>C_1$, (7) passes that value at finite $g$, because layer 2 then contributes the larger capacitance.) When $g$ is near 1, a very thin layer can still give a large $\epsilon_s$, though well below that value.

## 8. The frequency window and the meter

With $\epsilon^*=\epsilon'-i\epsilon''$, equation (5) gives

$$\epsilon'=\epsilon_\infty+\frac{\epsilon_s-\epsilon_\infty}{1+\omega^2\tau^2},\qquad
\epsilon''=\frac{(\epsilon_s-\epsilon_\infty)\omega\tau}{1+\omega^2\tau^2}+\frac{\sigma_{dc}}{\omega\epsilon_0}.$$

The plateau in $\epsilon'$ requires $\omega\tau\ll1$. At still lower frequency $\epsilon'$ stays put, but leakage dominates the loss tangent $\tan\delta=\epsilon''/\epsilon'$. For small $g$, $\sigma_{dc}\simeq\sigma_1d/d_1$, and dividing by $\epsilon_s\simeq\epsilon_1d/d_1$ gives $\tan\delta\simeq\sigma_1/(\omega\epsilon_0\epsilon_1)$. A low-loss plateau therefore needs

$$\frac{\sigma_1}{\epsilon_0\epsilon_1}\ll\omega\ll\frac1\tau .$$

A meter may report a parallel capacitance, proportional to $\epsilon'$, or a series one. The series model sets $Z=R_s+1/(i\omega C_s)$, while $Z\propto1/(i\omega\epsilon^*)$. Thus $1/C_s$ corresponds to the real part of $1/\epsilon^*$, which is $\epsilon'/|\epsilon^*|^2$, and

$$\epsilon_{series}=\frac{|\epsilon^*|^2}{\epsilon'}=\epsilon'(1+\tan^2\delta).$$

## 9. Example: alumina on a leaky hafnia film

Take 5 nm of alumina, $\epsilon_1=9$ and $\sigma_1=10^{-14}$ S/cm, on 20 nm of hafnium-zirconium oxide (HZO), $\epsilon_2=30$ and $\sigma_2=10^{-10}$ S/cm. The step is 0.1 V at 300 K. In the numerical output below, e and s stand for $\epsilon$ and $\sigma$.

The combinations are $M=9\cdot20+30\cdot5=330$ nm and $K=5.002\times10^{-10}$ (S/cm) nm. With $\epsilon_0=8.854\times10^{-14}$ F/cm,

$$\tau=\frac{8.854\times10^{-14}\times330}{5.002\times10^{-10}}\ \text{s}=58.4\ \text{ms},$$

or $1/(2\pi\tau)=2.7$ Hz. The intrinsic time of the HZO is 26.6 ms.

Initially the alumina field is $0.1\times30/330$ V/nm, or 0.091 MV/cm. It rises to 0.200 MV/cm, while the HZO field falls from 0.027 MV/cm to $2\times10^{-5}$ MV/cm. The interface charge ends at $-0.159\ \mu$C/cm². It is negative because the HZO carries positive charge away faster than the alumina supplies it.

The permittivities are $\epsilon_\infty=25\cdot270/330=20.5$ and, with $g=4\times10^{-4}$, $\epsilon_s=44.96$, against the limit $9\cdot25/5=45$. This exceeds the permittivity of either material. If $\sigma_1$ alone is raised to $2.5\times10^{-11}$ S/cm, then $g=1$, and (7) gives $45(1+0.833)/4=20.6$: the enhancement has gone, though the layer is as thin as before.

| Frequency | $\epsilon'$ | $\tan\delta$ | series reading |
|---|---|---|---|
| 1 mHz | 45.0 | 2.0 | 224.5 |
| 0.1 Hz | 44.9 | 0.040 | 45.0 |
| 2.7 Hz | 32.7 | 0.38 | 37.3 |
| 1 kHz | 20.5 | 0.003 | 20.5 |

At 0.1 Hz both readings show the plateau. At 1 mHz, below the 2 mHz where $\tan\delta=1$, the series reading is five times the parallel one, as $1+2^2=5$ requires.

## 10. What the model leaves out

**Thickness of the charge layer.** Suppose the HZO has one mobile carrier species of density $n$, a fixed compensating background and an ohmic back contact. For potentials small against $k_BT/q_e$, with $q_e$ the elementary charge, Poisson's equation becomes $\phi''=\phi/\lambda^2$, where $\lambda^2=\epsilon_0\epsilon_2k_BT/(q_e^2n)$. With $\phi=0$ at the back contact, the solution is proportional to $\sinh[(d_2-x)/\lambda]$, $x$ being measured from the interface. Its potential drop divided by its interface field is $\lambda\tanh(d_2/\lambda)$, which acts as an extra dielectric thickness. With blocking alumina,

$$\epsilon_s=\frac{d}{d_1/\epsilon_1+\lambda\tanh(d_2/\lambda)/\epsilon_2}.$$

For an assumed $n=10^{19}$ cm$^{-3}$, $\lambda=2.1$ nm and $\epsilon_s=40$, which is 11 % below the limit of 45. The drop of 11 mV is below $k_BT/q_e=26$ mV, though not far below. Moreover, the mean carrier spacing $n^{-1/3}=4.6$ nm exceeds $\lambda$, so the smooth charge density assumed here is not assured. The numbers in this paragraph are therefore rough estimates. The relaxation time changes too: with carrier diffusion included for the same data, the loss peak corresponds to about 49 ms, 16 % less than (4) gives.

**Tunnelling.** Replace the HZO by a metal and use the semiclassical transmission $e^{-2d_1u}$, with $u^2=\kappa^2+k^2$, transverse wavenumber $k$ and $\kappa=\sqrt{2m\Phi}/\hbar$ for mass $m$ and barrier $\Phi$. Summing over transverse states with $k\,dk=u\,du$, the conductance per area in the limit of low temperature and voltage is

$$\frac{2q_e^2}{h}\int_\kappa^\infty\frac{u\,du}{2\pi}e^{-2d_1u}=\frac{2q_e^2}{h}\,\frac{(1+2\kappa d_1)e^{-2\kappa d_1}}{8\pi d_1^2}.$$

For 0.3 electron masses and 3 eV this is $5\times10^{-13}$ S/cm²; for 0.2 masses and 2.5 eV it is $8.5\times10^{-8}$. The ohmic values are $2\times10^{-8}$ for the alumina and $5\times10^{-5}$ for the HZO. In the second case tunnelling exceeds the ohmic leakage of the alumina and raises the lower edge of the window about fivefold, yet $\epsilon_s$ remains 44.8. These are order-of-magnitude values, since the semiclassical form omits the prefactor of the transmission. For a rectangular barrier and a free-electron metal with a Fermi energy of 5 eV, the prefactor raises both conductances about threefold, which gives $\epsilon_s\approx44.5$ in the second case.

**Temperature and field.** If $\sigma_2$ has an activation energy of 0.5 eV and $\sigma_1$ is held fixed, heating to 85 °C shortens $\tau$ to 2.5 ms. For hopping over a distance $a$, the difference of forward and backward rates multiplies the ohmic conductivity by $\sinh(y)/y$, with $y=q_eaE/(2k_BT)$. For $a=2$ nm the increase is 0.2 % in the HZO at the start and 10 % in the alumina at the end.

**Larger voltages.** For an assumed alumina breakdown field of 5 MV/cm, linear scaling gives a limit of 5.5 V just after the step but 2.5 V after relaxation. In the linear model, a stack that survives a short pulse may thus fail under a held bias. The second figure ignores the field dependence of conduction: at 5 MV/cm the hopping factor above, with $a=2$ nm, exceeds $10^6$. Then $\sigma_1$ would exceed the ohmic $\sigma_2$, the voltage would no longer collect almost wholly in the alumina, and the held limit would rise. If the same hopping factor applies in both layers, it rises to about 7.7 V, above the first figure, and the order of the two limits is reversed. The HZO then carries 2.6 MV/cm, well above its coercive field. The reversal also depends on the hopping distance: for $a=1$ nm the held limit is only 3.25 V. The warning from the linear model therefore does not carry over to fields near breakdown without knowledge of how both layers conduct there. The first figure ignores ferroelectric switching: at 5.5 V the initial HZO field would be 1.5 MV/cm, above the coercive field of roughly 1 MV/cm. In the 0.1 V example it is 3 % of that field.

**Comparison with real stacks.** The permittivities are rough typical values. The HZO conductivity describes a leaky film: extended to 1 MV/cm, it would mean $10^{-4}$ A/cm². With $\sigma_2$ a hundred times smaller and all else fixed, $\tau$ is near 6 s and the window almost closes. The result should not be carried over unchecked to thinner stacks: the tunnelling conductance estimated above, with metal on both sides, already equals that of the HZO, so that $g=1$, at about 4 nm of alumina for the lower barrier and about 3 nm for the higher one. Source resistance is harmless here: 100 ohm and $10^{-4}$ cm² give a charging time of 7 ns. Of the effects estimated for the 0.1 V example, the charge-layer thickness moves the plateau most, and heating moves the relaxation time most.

## Calculated quantities

```
alumina: e1 = 9, d1 = 5 nm, s1 = 1.0e-14 S/cm
HZO:     e2 = 30, d2 = 20 nm, s2 = 1.0e-10 S/cm
voltage step = 0.1 V, temperature = 300 K
conductance ratio g = 4.0e-04, C2/C1 = 0.833
relaxation time tau = 58.41 ms
tau in the insulating limit = 58.44 ms
relaxation frequency 1/(2 pi tau) = 2.725 Hz
own time of alumina = 79.7 s
own time of HZO = 26.56 ms
e_inf = 20.45, e_s = 44.96, limit e1 d/d1 = 45.00
apparent dc conductivity = 4.998e-14 S/cm
e_s if g = 1 (s1 = 2.5e-11 S/cm) = 20.62
alumina field, start = 0.0909 MV/cm
alumina field, end = 0.1999 MV/cm
HZO field, start = 0.0273 MV/cm
HZO field, end = 2.00e-05 MV/cm
final interface charge = -0.1593 uC/cm2
frequency (Hz), parallel e', tan delta, series-mode e:
  1.000e-03  44.96  2.00e+00  224.50
  1.000e-01  44.93  4.00e-02  45.00
  2.725e+00  32.71  3.76e-01  37.33
  1.000e+03  20.45  3.27e-03  20.45
frequency where tan delta = 1: 1.999 mHz
neglected effects:
mobile charge density taken = 1e+19 cm^-3
screening length in HZO = 2.07 nm
plateau with screening = 40.03 (-11.0 % from the limit)
potential drop in that layer = 11.0 mV, kT/e = 25.9 mV
layer conductances: alumina 2.0e-08, HZO 5.0e-05 S/cm2
tunnelling, mass 0.3 m_e, barrier 3.0 eV: 4.8e-13 S/cm2
tunnelling, mass 0.2 m_e, barrier 2.5 eV: 8.5e-08 S/cm2
plateau e_s with the larger tunnelling = 44.81
hopping distance taken = 2 nm
hopping gain: HZO at start 1.0019, alumina at end 1.103
tau at 358.15 K, activation 0.5 eV = 2.53 ms
alumina breakdown field taken = 5 MV/cm
voltage reaching it: at once 5.50 V, after relaxation 2.50 V
HZO start field / coercive field (1 MV/cm) = 0.027
source 100 ohm, area 1e-04 cm2: charging time = 7.24 ns
```
